# Electron Loop, Its Cut and the Pair-Production Cross Section: verification in Python

```python
"""
Result under test (electron loop, lowest order, s above 4 M^2):
    Im Pi(s + i0) = (alpha/3) * sqrt(1 - 4 M^2/s) * (1 + 2 M^2/s)
and its link to pair production by a lepton pair of another species:
    sigma = 4 pi c Im Pi (1 + 2 Mi^2/s) / (s beta_i)     (atomic units)

Symbols: s = squared total energy W^2 in the centre-of-mass frame,
M = electron rest energy, Mi = rest energy of each initial lepton,
beta = speed/c of a produced electron, beta_i = same for initial leptons.
Atomic units: alpha = 1/c, M = c^2, areas in bohr^2.
Sign convention: the photon propagator carries 1/[q^2 (1 + Pi)].
Pure loop integrals are tested with energies in units of M.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

alpha = const.fine_structure
c = 1.0 / alpha
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] * 1e10
muon_eV = const.physical_constants[
    "muon mass energy equivalent in MeV"][0] * 1e6
M_e = c**2
M_mu = muon_eV / hartree_eV
coupling2 = 4 * np.pi / c


def speed(s, M):
    return np.sqrt(1 - 4 * M**2 / s)


def im_pi(s, M):
    return alpha / 3 * speed(s, M) * (1 + 2 * M**2 / s)


def sigma_optical(s, M_initial, M_final):
    flux_and_spin = (1 + 2 * M_initial**2 / s) / speed(s, M_initial)
    return 4 * np.pi * c * im_pi(s, M_final) * flux_and_spin / s


# ---- energy integral of the two propagators, rotated to imaginary energy
E_test, W_test = 1.0, 0.6


def rotated(x):
    first = x**2 + E_test**2
    second = (x - 1j * W_test)**2 + E_test**2
    return (1 / (first * second)).real / (2 * np.pi)


energy_integral = quad(rotated, -np.inf, np.inf, epsabs=1e-12)[0]
assert abs(energy_integral
           - 1 / (E_test * (4 * E_test**2 - W_test**2))) < 1e-9


# ---- scalar bubble at s + i0: contour passes below the pole, no delta used
def bubble_imag(s):
    phase = np.exp(-0.3j)

    def integrand(r):
        k = r * phase
        E = np.sqrt(k**2 + 1)
        value = k**2 * s / (2 * np.pi**2 * E * 4 * E**2 * (4 * E**2 - s))
        return (value * phase).imag
    return quad(integrand, 0, np.inf, epsabs=1e-12, limit=300)[0]


for s in (4.5, 8.0, 30.0):
    assert abs(bubble_imag(s) - speed(s, 1.0) / (16 * np.pi)) < 1e-8
assert abs(bubble_imag(3.0)) < 1e-8      # no absorption below threshold


# ---- explicit Dirac currents  ubar(p) gamma^mu v(-p)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
gamma = np.zeros((4, 4, 4), dtype=complex)
gamma[0] = np.diag([1, 1, -1, -1])
for i in range(3):
    gamma[i + 1, :2, 2:] = pauli[i]
    gamma[i + 1, 2:, :2] = -pauli[i]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def pair_currents(s, M, cos_t, phi=0.0):
    E = np.sqrt(s) / 2
    p = np.sqrt(E**2 - M**2)
    sin_t = np.sqrt(1 - cos_t**2)
    direction = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
    small = p * np.einsum("i,iab->ab", direction, pauli) / np.sqrt(E + M)
    large = np.sqrt(E + M) * np.eye(2)
    u = np.vstack([large, small])        # columns are the two spin states
    v = np.vstack([-small, large])       # antiparticle with momentum -p
    return np.array([u.conj().T @ gamma[0] @ g @ v for g in gamma])


cos_nodes, cos_weights = np.polynomial.legendre.leggauss(6)


def averaged_tensor(s, M):
    tensor = np.zeros((4, 4), dtype=complex)
    for x, w in zip(cos_nodes, cos_weights):
        for phi in np.arange(4) * np.pi / 2:
            j = pair_currents(s, M, x, phi)
            tensor += w / 8 * np.einsum("mab,nab->mn", j, j.conj())
    return tensor


s_tensor = 7.3
tensor = averaged_tensor(s_tensor, 1.0)
expected = 4 / 3 * (s_tensor + 2) * np.diag([0, 1, 1, 1])
assert np.max(np.abs(tensor - expected)) < 1e-10


# ---- cross section from amplitudes, integrated over the emission angle
def sigma_direct(s, M_initial, M_final):
    incoming = pair_currents(s, M_initial, 1.0).conj()
    total = 0.0
    for x, w in zip(cos_nodes, cos_weights):
        outgoing = pair_currents(s, M_final, x)
        amp = coupling2 / s * np.einsum("m,mab,mcd->abcd",
                                        metric, incoming, outgoing)
        total += w * np.sum(np.abs(amp)**2) / 4
    ratio = speed(s, M_final) / speed(s, M_initial)
    return 2 * np.pi * total * ratio / (64 * np.pi**2 * s) * c**2


for s, Mi in ((4.3 * M_e**2, 0.0), (9 * M_e**2, 0.7 * M_e),
              (5 * M_mu**2, M_mu)):
    direct = sigma_direct(s, Mi, M_e)
    assert abs(direct / sigma_optical(s, Mi, M_e) - 1) < 1e-9


# ---- Euclidean loop integral at q^2 = -Q^2 (off-diagonal tensor component)
# A Q-independent divergent constant drops out of differences.
def loop_euclidean(Q, n_radial=240, n_angle=100):
    t, wt = np.polynomial.legendre.leggauss(n_radial)
    t, wt = (t + 1) / 2, wt / 2
    k = (t / (1 - t))[:, None]
    wk = (wt / (1 - t)**2)[:, None]
    theta = (np.arange(1, n_angle + 1) * np.pi / (n_angle + 1))[None, :]
    w_angle = np.pi / (n_angle + 1) * np.sin(theta)**2
    cos2 = np.cos(theta)**2
    A = k**2 + Q**2 / 4 + 1
    product = A**2 - k**2 * Q**2 * cos2
    # part of k_i k_j along q_i q_j; its vanishing angular mean is removed
    along = k**2 * (4 * cos2 - 1) / 3
    integrand = 2 * along * k**2 * cos2 / (A**2 * product) - 0.5 / product
    measure = 4 * np.pi * k**3 * wk * w_angle / (2 * np.pi)**4
    return -4 * coupling2 * np.sum(measure * integrand)


def pi_dispersive(Q):
    def integrand(b):
        s = 4 / (1 - b**2)
        return 2 * b * im_pi(s, 1.0) / (4 + Q**2 * (1 - b**2))
    return -Q**2 / np.pi * quad(integrand, 0, 1, epsabs=1e-13)[0]


Q_low, Q_high = 1.0, 3.0
loop_difference = loop_euclidean(Q_high) - loop_euclidean(Q_low)
disp_difference = pi_dispersive(Q_high) - pi_dispersive(Q_low)
assert abs(loop_difference / disp_difference - 1) < 1e-6

# ---- limits and the maximum of the massless-probe cross section
s_near = 4 / (1 - 0.01**2)
assert abs(im_pi(s_near, 1.0) / (alpha * 0.01 / 2) - 1) < 1e-4
x_small = 1e-3
plateau_coefficient = (1 - 3 * im_pi(1 / x_small, 1.0) / alpha) / x_small**2
assert abs(plateau_coefficient - 6) < 0.02
peak = minimize_scalar(lambda W: -sigma_direct((W * M_e)**2, 0.0, M_e) * 1e9,
                       bounds=(2.001, 4.0), method="bounded",
                       options={"xatol": 1e-8})
beta2_peak = (6 - np.sqrt(21)) / 5
assert abs(peak.x - 2 / np.sqrt(1 - beta2_peak)) < 1e-5

# ---- worked example
W_eV = 1.5e6
s = (W_eV / hartree_eV)**2
beta = speed(s, M_e)
value = im_pi(s, M_e)
sig = sigma_direct(s, 0.0, M_e)
spin_sum = np.trace(averaged_tensor(s, M_e)).real / s
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"speed of light c = {c:.6f} atomic units")
print(f"electron rest energy M = {M_e * hartree_eV:.2f} eV")
print(f"pair threshold 2M = {2 * M_e * hartree_eV:.2f} eV")
print("Example: massless unit-charge probe pair -> e+ e-")
print(f"  total energy W = {W_eV:.4e} eV")
print(f"  M^2/s = {M_e**2 / s:.6f}")
print(f"  electron speed beta = {beta:.6f} (units of c)")
print(f"  factor 1 + 2M^2/s = {1 + 2 * M_e**2 / s:.6f}")
print(f"  phase space beta/(8 pi) = {beta / (8 * np.pi):.6f}")
print(f"  spin sum of currents / s, from spinors = {spin_sum:.6f}")
print(f"  Im Pi = {value:.6e}")
print(f"  Im Pi / (alpha/3) = {3 * value / alpha:.6f}")
print(f"  Im forward amplitude = {coupling2 * value:.6e}")
print(f"  sigma from spinor amplitudes = {sig * bohr_A**2:.6e} A^2")
print(f"  sigma from optical theorem = "
      f"{sigma_optical(s, 0.0, M_e) * bohr_A**2:.6e} A^2")
print(f"  same sigma = {sig:.6e} bohr^2")
print(f"  Coulomb measure pi alpha/beta = {np.pi * alpha / beta:.5f}")
print("Table: W (eV), beta, Im Pi, sigma massless probe (A^2)")
for energy in (1.03e6, 1.1e6, 1.2e6, 1.5e6, 3.0e6, 1.0e7):
    s_row = (energy / hartree_eV)**2
    print(f"  {energy:.3e}  {speed(s_row, M_e):.5f}  "
          f"{im_pi(s_row, M_e):.5e}  "
          f"{sigma_direct(s_row, 0.0, M_e) * bohr_A**2:.5e}")
W_peak = peak.x * M_e
print(f"Peak of sigma, massless probe: W = {W_peak * hartree_eV:.5e} eV")
print(f"  beta at peak = {speed(W_peak**2, M_e):.5f}")
print(f"  sigma at peak = "
      f"{sigma_direct(W_peak**2, 0.0, M_e) * bohr_A**2:.5e} A^2")
W_mu_eV = 3.0e8
s_mu = (W_mu_eV / hartree_eV)**2
print("Example: mu+ mu- -> e+ e-")
print(f"  muon rest energy = {muon_eV:.5e} eV")
print(f"  total energy W = {W_mu_eV:.3e} eV")
print(f"  muon speed beta_i = {speed(s_mu, M_mu):.6f} (units of c)")
print(f"  factor 1 + 2Mi^2/s = {1 + 2 * M_mu**2 / s_mu:.6f}")
print(f"  Im Pi = {im_pi(s_mu, M_e):.6e}")
print(f"  1 - Im Pi/(alpha/3) = {1 - 3 * im_pi(s_mu, M_e) / alpha:.2e}")
print(f"  sigma from spinor amplitudes = "
      f"{sigma_direct(s_mu, M_mu, M_e) * bohr_A**2:.6e} A^2")
print(f"  sigma from optical theorem = "
      f"{sigma_optical(s_mu, M_mu, M_e) * bohr_A**2:.6e} A^2")
print("Dispersion check: Pi(-Q2^2) - Pi(-Q1^2)")
print(f"  Q1 = {Q_low * M_e * hartree_eV:.5e} eV, "
      f"Q2 = {Q_high * M_e * hartree_eV:.5e} eV")
print(f"  direct loop integral = {loop_difference:.8e}")
print(f"  dispersion integral of Im Pi = {disp_difference:.8e}")
print(f"High-energy coefficient of -M^4/s^2 (at M^2/s = {x_small:g}) = "
      f"{plateau_coefficient:.4f}")
print("all tests passed")
```

Printed output:

```
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 atomic units
electron rest energy M = 510998.95 eV
pair threshold 2M = 1021997.90 eV
Example: massless unit-charge probe pair -> e+ e-
  total energy W = 1.5000e+06 eV
  M^2/s = 0.116053
  electron speed beta = 0.731975 (units of c)
  factor 1 + 2M^2/s = 1.232107
  phase space beta/(8 pi) = 0.029124
  spin sum of currents / s, from spinors = 4.928426
  Im Pi = 2.193756e-03
  Im Pi / (alpha/3) = 0.901871
  Im forward amplitude = 2.011702e-04
  sigma from spinor amplitudes = 3.481400e-10 A^2
  sigma from optical theorem = 3.481400e-10 A^2
  same sigma = 1.243231e-09 bohr^2
  Coulomb measure pi alpha/beta = 0.03132
Table: W (eV), beta, Im Pi, sigma massless probe (A^2)
  1.030e+06  0.12441  4.51588e-04  1.51990e-10
  1.100e+06  0.36986  1.28795e-03  3.80069e-10
  1.200e+06  0.52409  1.73715e-03  4.30747e-10
  1.500e+06  0.73197  2.19376e-03  3.48140e-10
  3.000e+06  0.94018  2.41966e-03  9.59974e-11
  1.000e+07  0.99476  2.43235e-03  8.68509e-12
Peak of sigma, massless probe: W = 1.20736e+06 eV
  beta at peak = 0.53243
  sigma at peak = 4.30888e-10 A^2
Example: mu+ mu- -> e+ e-
  muon rest energy = 1.05658e+08 eV
  total energy W = 3.000e+08 eV
  muon speed beta_i = 0.709814 (units of c)
  factor 1 + 2Mi^2/s = 1.248082
  Im Pi = 2.432451e-03
  1 - Im Pi/(alpha/3) = 5.05e-11
  sigma from spinor amplitudes = 1.696869e-14 A^2
  sigma from optical theorem = 1.696869e-14 A^2
Dispersion check: Pi(-Q2^2) - Pi(-Q1^2)
  Q1 = 5.10999e+05 eV, Q2 = 1.53300e+06 eV
  direct loop integral = -6.42765085e-04
  dispersion integral of Im Pi = -6.42765085e-04
High-energy coefficient of -M^4/s^2 (at M^2/s = 0.001) = 6.0080
all tests passed
```
